# Why melt-quench models keep too many coordination defects

An amorphous solid can be modelled by melting a small periodic cell and cooling it within a fraction of a nanosecond. The resulting network can contain sites with too many or too few neighbours. Some of these defects may belong to the material at its final temperature. Others may be left over from the hot liquid because the run ended before they could heal. A two-state model separates the two contributions, and separates both from the statistical noise of a small cell.

## The model

Each site is either normal or miscoordinated, and sites change state independently. A defect has energy $E$ and degeneracy $g$ relative to a normal site, and it anneals over a barrier $B$. With $k$ the Boltzmann constant and $\nu$ a rate prefactor, the annealing and creation rates are

$$k_\downarrow=\nu e^{-B/kT},\qquad k_\uparrow=g\nu e^{-(B+E)/kT}.$$

Creation must climb $B+E$, because it starts from the normal state, lower by $E$. Energies are in eV, temperatures in K and times in s, the natural units for activated kinetics.

The defect fraction $p$ gains from normal sites and loses from defective ones:

$$\frac{dp}{dt}=k_\uparrow(1-p)-k_\downarrow p=k_\uparrow-(k_\uparrow+k_\downarrow)p .$$

Setting the right side to zero gives the equilibrium fraction

$$p_{\rm eq}=\frac{k_\uparrow}{k_\uparrow+k_\downarrow},\qquad \frac{p_{\rm eq}}{1-p_{\rm eq}}=\frac{k_\uparrow}{k_\downarrow}=g\,e^{-E/kT}.$$

With $1/\tau=k_\uparrow+k_\downarrow$ the rate equation becomes

$$\frac{dp}{dt}=-\frac{p-p_{\rm eq}}{\tau}.$$

It is linear in $p$ without any assumption that defects are rare.

The example uses round parameters that belong to no particular material: $E=0.8$ eV, $B=2$ eV, $g=3$ and $\nu=10^{15}$ s$^{-1}$. This prefactor is an effective one that includes an activation entropy. Cooling runs from $T_0=3500$ K to $T_e=300$ K.

## Three contributions to the final fraction

Let the temperature fall at constant rate $q>0$, so $dT=-q\,dt$. Dividing the rate equation by $-q$ gives

$$\frac{dp}{dT}=\frac{p-p_{\rm eq}}{q\tau}.$$

Define the number of relaxation times still ahead when the cell is at temperature $T$:

$$U(T)=\int_{T_e}^{T}\frac{dT'}{q\,\tau(T')},\qquad U'=\frac{1}{q\tau},\qquad U(T_e)=0 .$$

Then $p'-U'p=-U'p_{\rm eq}$. Multiplication by $e^{-U}$ turns the left side into a total derivative:

$$\frac{d}{dT}\left(p\,e^{-U}\right)=-U'e^{-U}p_{\rm eq}=p_{\rm eq}\frac{d}{dT}e^{-U}.$$

Integrate from $T_e$ to $T_0$, write $U_0=U(T_0)$, and integrate the right side by parts:

$$p(T_0)e^{-U_0}-p_{\rm end}=p_{\rm eq}(T_0)e^{-U_0}-p_{\rm eq}(T_e)-\int_{T_e}^{T_0}\frac{dp_{\rm eq}}{dT}e^{-U}dT .$$

Solving for the final fraction gives

$$p_{\rm end}=p_{\rm eq}(T_e)+\int_{T_e}^{T_0}\frac{dp_{\rm eq}}{dT}e^{-U}dT+\left[p(T_0)-p_{\rm eq}(T_0)\right]e^{-U_0}.$$

The terms are the equilibrium population at the end, the frozen excess, and the memory of an imperfect melt.

**Equilibrium term.** At 300 K it is $1.1\times10^{-13}$, which is negligible here.

**Memory term.** At $q=10^{13}$ K/s, $U_0=63.5$, so the factor $e^{-U_0}$ is below $10^{-27}$. At $10^{14}$ K/s, $U_0=6.35$ and the factor is $1.7\times10^{-3}$. Starting that run with no defects, instead of the equilibrium fraction 0.1745, would lower the result by $0.1745\times0.00175\approx3\times10^{-4}$. This is 0.3% of the final fraction 0.095. An insufficiently equilibrated melt is therefore a minor source of error at these rates for these parameters. The conclusion rests on $U_0\gg1$, and $U_0$ is proportional to $\nu/q$: with $\nu=10^{13}$ s$^{-1}$, $U_0$ would be 0.635 at $10^{13}$ K/s, the factor would be 0.53, and the starting state would matter greatly.

**Frozen excess.** This term supplies practically the whole result: $p_{\rm end}=0.0475$ at $10^{13}$ K/s. To find its sign, differentiate $\ln[p_{\rm eq}/(1-p_{\rm eq})]=\ln g-E/kT$:

$$\frac{1}{p_{\rm eq}(1-p_{\rm eq})}\frac{dp_{\rm eq}}{dT}=\frac{E}{kT^2}
\quad\Longrightarrow\quad
\frac{dp_{\rm eq}}{dT}=\frac{E\,p_{\rm eq}(1-p_{\rm eq})}{kT^2}.$$

For $E>0$ the integrand is positive, so a melt that starts in equilibrium ends with an excess at any finite cooling rate. At fixed $T$, $U$ is proportional to $1/q$. Faster cooling raises $e^{-U}$ and hence the excess. For $q\to0$ the integral vanishes and equilibrium at $T_e$ is reached. For $q\to\infty$, $U\to0$ and the integral becomes $p_{\rm eq}(T_0)-p_{\rm eq}(T_e)$: the cell keeps the full population of the melt.

## Separating the barrier from the energy

The excess needs both a positive defect energy and slow annealing. Each can be changed while the other parameters stay fixed.

Set $B=0$ at $q=10^{13}$ K/s. Annealing then takes about $1/\nu=10^{-15}$ s, during which the temperature falls by $q/\nu=0.01$ K. Near $T_e$, $U\approx(T-T_e)/(q\tau)$, so the excess integral is approximately $q\tau\,dp_{\rm eq}/dT$. Relative to $p_{\rm eq}(T_e)$ this is

$$\frac{q\tau E}{kT_e^2}\approx\frac{0.01\times0.8}{8.617\times10^{-5}\times300^2}\approx0.001 .$$

Direct integration of the rate equation gives $p_{\rm end}/p_{\rm eq}(T_e)=1.001$. With the 2 eV barrier the ratio is $4.4\times10^{11}$. The same cooling rate is thus nearly harmless without the barrier. The residual lag scales as $q/\nu$; with $\nu=10^{13}$ s$^{-1}$ the same estimate gives about 0.1 instead of 0.001. "Rapid" means rapid compared with annealing.

Now restore the barrier and set $E=-0.3$ eV, so that the miscoordinated state is favoured in energy. Its equilibrium fraction at 300 K is nearly one, but the quench ends at 0.955. The frozen population is now too small. Freezing preserves a high-temperature population, and this is an excess of defects when heating creates defects.

## The temperature that is frozen in

The fictive temperature $T_f$ of the defects is defined by $p_{\rm eq}(T_f)=p_{\rm end}$. It describes this population and need not describe the density or other properties of the glass.

To estimate it, integrate the total derivative without integrating by parts. For an equilibrated start,

$$p_{\rm end}=p_{\rm eq}(T_0)e^{-U_0}+\int_0^{U_0}p_{\rm eq}(T(U))\,e^{-U}dU .$$

This has a direct interpretation. The two-state process is equivalent to one in which each site redraws its state from equilibrium at rate $1/\tau$, since the resulting creation rate is $p_{\rm eq}/\tau=k_\uparrow$, and the annealing rate is $(1-p_{\rm eq})/\tau=k_\downarrow$. The factor $e^{-U}$ is the probability that no further redraw occurs. The final fraction is therefore the equilibrium fraction averaged over the temperature of the last redraw.

Per unit of $\ln U$ the weight is $Ue^{-U}$, which is greatest at $U=1$, so define $T_1$ by $U(T_1)=1$. Approximate $\ln p_{\rm eq}$ as linear in $\ln U$ around this point, $p_{\rm eq}\approx p_{\rm eq}(T_1)U^m$, with

$$m=\left.\frac{d\ln p_{\rm eq}/dT}{d\ln U/dT}\right|_{T_1}
=\frac{E[1-p_{\rm eq}(T_1)]}{kT_1^2}\,q\tau(T_1).$$

The last step uses $d\ln U/dT=1/(q\tau U)$ and $U=1$. If $U_0\gg1$ and $T_e$ lies far below $T_1$, the starting term can be dropped and the integral extended to infinity:

$$p_{\rm end}\approx p_{\rm eq}(T_1)\int_0^\infty U^me^{-U}dU=p_{\rm eq}(T_1)\,\Gamma(1+m).$$

For $q=10^{13}$ K/s, $T_1=2336$ K and $kT_1=0.2013$ eV. The equilibrium odds there are $3e^{-0.8/0.2013}=0.0564$, so $p_{\rm eq}(T_1)=0.0564/1.0564=0.0534$. With $q\tau(T_1)=195.5$ K,

$$m=\frac{0.8\times0.9466\times195.5}{0.2013\times2336}=0.315,\qquad
p_{\rm end}\approx0.0534\times0.8953=0.0478 .$$

The directly integrated value is 0.0475, so the estimate is 0.6% too high relative to it. Inverting the equilibrium formula gives

$$T_f=\frac{E}{k\ln[g(1-p_{\rm end})/p_{\rm end}]}\approx2266\ {\rm K}.$$

The cell is at 300 K while its defect population is that of equilibrium at 2266 K. $T_f$ lies below $T_1$ because $\Gamma(1+m)<1$ for $0<m<1$.

The word "frozen" can also be made quantitative. Let $T_*$ satisfy $U(T_*)=0.01$. Applying the averaging formula from $T_*$ onward and dropping its positive integral gives $p_{\rm end}\ge p(T_*)e^{-0.01}$, so the remaining fall is at most 1% of $p(T_*)$. At $10^{13}$ K/s, $T_*=1672$ K, and the fraction falls from 0.0479 there to 0.0475 at 300 K. The last 1370 K of cooling hardly change the defects.

## How much does slower cooling help?

Let $u(T)=qU(T)$, which does not depend on $q$. The freezing condition is $u(T_1)=q$. Since $u'=1/\tau$,

$$\frac{dT_1}{d\ln q}=\frac{u(T_1)}{u'(T_1)}=q\tau(T_1),
\qquad
\frac{d\ln p_{\rm eq}(T_1)}{d\ln q}=\frac{E[1-p_{\rm eq}(T_1)]}{kT_1^2}q\tau(T_1)=m .$$

The factor $\Gamma(1+m)$ varies slowly, so $d\ln p_{\rm end}/d\ln q\approx m$. At $10^{13}$ K/s the direct slope is 0.3153 and $m=0.3148$.

The size of $m$ follows from the integral of an Arrhenius factor. With $b=B/k$, $x=b/T$ and $E_1(x)=\int_x^\infty e^{-s}ds/s$,

$$\int_0^T e^{-b/T'}dT'=Te^{-x}-b\,E_1(x).$$

To verify this, use $dx/dT=-x/T$. The first term has derivative $(1+x)e^{-x}$ and the second $-xe^{-x}$; their sum is $e^{-x}$, and both terms vanish at $T=0$. For large $x$, $E_1(x)=e^{-x}(1/x-1/x^2+2/x^3-\dots)$. Since $b=xT$, the integral becomes $Te^{-x}(1/x-2/x^2+\dots)$.

For rare defects $1/\tau\approx\nu e^{-x}$, and the contribution below $T_e$ is negligible. Hence $q\tau(T_1)=u(T_1)\tau(T_1)$ is

$$q\tau(T_1)\approx\frac{kT_1^2}{B}\left(1-\frac{2kT_1}{B}\right),
\qquad
m\approx\frac EB\left(1-\frac{2kT_1}{B}\right).$$

The exponent tends to $E/B=0.4$ when $kT_1\ll B$. A high barrier makes slower cooling less effective; a high defect energy makes it more effective.

| $q$ (K/s) | $p_{\rm end}$ | $T_f$ (K) | defects in 200 sites |
|---|---|---|---|
| $10^{14}$ | 0.095 | 2770 | 19 |
| $10^{13}$ | 0.048 | 2266 | 9.5 |
| $10^{12}$ | 0.022 | 1905 | 4.5 |
| $10^{11}$ | 0.010 | 1637 | 2.0 |
| $1$ | $8.8\times10^{-7}$ | 617 | $1.8\times10^{-4}$ |

Between $10^{13}$ and $10^{12}$ K/s, ten times more computing time multiplies the fraction by 0.47. The gap to slow laboratory cooling is large because it spans many decades, each of which roughly halves the fraction or does somewhat better.

A power law with a fixed exponent is unsafe over such a range. Extending the local law from $10^{13}$ to 1 K/s gives $0.0475\times10^{-13\times0.315}\approx3.8\times10^{-6}$, about four times the model's value. The exponent has meanwhile risen from 0.315 to 0.380. Even the value at 1 K/s relies on one barrier and one prefactor over the whole range. It is a result of this model, not a prediction for a real glass.

## Where to spend extra time

At 300 K, $\tau=4\times10^{18}$ s. Prolonging the run there, even by microseconds, removes practically no defects. A hold at an intermediate temperature $T_h$ for time $t_h$ obeys the rate equation with constant coefficients:

$$p(t_h)=p_{\rm eq}(T_h)+[p(0)-p_{\rm eq}(T_h)]e^{-t_h/\tau(T_h)}.$$

Take $T_h=2000$ K and $t_h=1$ ns. Here $\tau=1.065\times10^{-10}$ s, so the hold lasts 9.4 relaxation times. The cell arrives with $p=0.0515$ and leaves with 0.0281, equal to the equilibrium value at the digits shown. Continuing at $10^{13}$ K/s lowers it to 0.0272.

The hold extends the total time from 0.32 to 1.32 ns. Uniform cooling over the same 1.32 ns ends at 0.0301. The hold does better by about 10% of that value, while both improve clearly on 0.0475. The hold temperature has not been optimised, and a hold placed too hot or too cold can end above the uniform-cooling value. The formula shows the compromise: too hot a hold equilibrates to a high population, and too cold a hold does not equilibrate in the available time.

## Bias against sampling noise

For $N$ independent sites the number of defects is a sum of $N$ variables, each one with probability $p_{\rm end}$ and zero otherwise. Its mean is $Np_{\rm end}$. Each variable has variance $p_{\rm end}-p_{\rm end}^2$, so the sum has variance $Np_{\rm end}(1-p_{\rm end})$. Let $p_{\rm ref}$ be the fraction at the slow reference rate. Averaging the count over $M$ independent quenches gives the mean square error

$$\frac{Np_{\rm end}(1-p_{\rm end})}{M}+N^2(p_{\rm end}-p_{\rm ref})^2 .$$

More quenches reduce the first term and leave the second unchanged.

For $N=200$ and $q=10^{13}$ K/s the standard deviation is $\sqrt{200\times0.0475\times0.9525}\approx3.0$, whereas the bias relative to 1 K/s is 9.5 defects. The bias already exceeds the noise for a single cell. A stochastic simulation of 400 cells gives a mean of $9.59\pm0.15$, in agreement with the expected 9.50. The ensemble has measured the wrong population precisely.

Varying the cooling rate gives a practical check. Between $10^{13}$ and $10^{12}$ K/s the mean count should fall by 5.0. With $M$ cells at each rate, the standard error of this difference is $\sqrt{(9.05+4.39)/M}\approx3.7/\sqrt M$. Five cells per rate make the expected fall about three standard errors.

A fall with $q$ supports frozen kinetics, but does not establish a single barrier. A weak fall must not be mistaken for none. A small $E/B$ makes $m$ small, so the relative change of the count with $q$ is weak even when most of the defects are frozen in. At these rates $kT_1\approx B/10$, so a small $E/B$ leaves defects rare only if $g$ is small. When the count is both small and weakly dependent on $q$, many more than five cells per rate are needed to see the fall. For rare defects with a single barrier and an $E/B$ that is not small, the absence of a fall in a sufficiently precise study has two readings. If $U_0\ll1$ at all the rates compared, the cell keeps the population of its melt whatever the rate, and the defects are still frozen in. If instead each run spans many relaxation times, so that $U_0\gg1$, freezing as described here is not the main source over that range. The defects may then be in equilibrium at $T_e$, as happens in this model when the barrier is low, or they may come from errors in forces, density or cell size, which need separate examination. Real networks can also have cooperative rearrangements and a spread of barriers. The exponent $E/B$ itself assumes that each defect anneals alone. If defects must recombine in pairs, the relaxation rate carries a further factor $p\propto e^{-E/kT}$, and the exponent tends to $E/(B+E)$ instead. The integral formula survives for any $\tau(T)$ in a linear two-state equation, but one fictive temperature and one exponent need not describe several coupled populations. The numerical output gives the remaining values.

## Values computed for the example and the checks

```
Defect energy E = 0.8 eV, barrier B = 2.0 eV
Degeneracy g = 3, prefactor nu = 1.0e+15 1/s
Start 3500 K, end 300 K, cell 200 sites
Boltzmann constant = 8.617333e-05 eV/K
p_eq at start = 0.1745
p_eq at end = 1.091e-13
q (K/s) | p_end | Tf (K) | defects per cell
1e+14 | 9.5068e-02 | 2769.7 | 1.901e+01
1e+13 | 4.7520e-02 | 2266.2 | 9.504e+00
1e+12 | 2.2442e-02 | 1905.2 | 4.488e+00
1e+11 | 1.0224e-02 | 1636.9 | 2.045e+00
1e+00 | 8.8240e-07 | 617.3 | 1.765e-04
q (K/s) | T1 (K) | p_eq(T1) | m | gamma formula | error (%)
1e+14 | 2878.8 | 1.0657e-01 | 0.2836 | 9.5927e-02 | 0.904
1e+13 | 2336.0 | 5.3374e-02 | 0.3148 | 4.7787e-02 | 0.562
1e+12 | 1953.2 | 2.5223e-02 | 0.3347 | 2.2520e-02 | 0.344
1e+11 | 1671.8 | 1.1494e-02 | 0.3471 | 1.0246e-02 | 0.217
1e+00 | 622.2 | 9.9335e-07 | 0.3801 | 8.8262e-07 | 0.024
Details for q = 1e13 K/s:
cooling time = 3.20e-10 s
U at start = 63.5
tau at start = 6.260e-13 s
tau at T1 = 1.955e-11 s
tau at end = 3.968e+18 s
freezing width q*tau(T1) = 195.5 K
simple width k*T1^2/B = 235.1 K
Gamma(1+m) = 0.8953
direct slope dln(p)/dln(q) = 0.3153
p factor for ten times slower = 0.472
temperature where U=0.01: 1671.8 K
p there = 0.04791, p at end = 0.04752
p_end/p_eq(end), with barrier = 4.357e+11
p_end/p_eq(end), barrier zero = 1.00103
E = -0.3 eV: p_end = 0.9554, p_eq = 0.999997
Limit E/B = 0.400; low-T m at 1 K/s = 0.3786
1e14 K/s: U at start = 6.35
1e14 K/s: memory factor = 1.748e-03
Hold: 1.0e-09 s at 2000 K, tau = 1.065e-10 s
p before hold = 0.05148, after = 0.02811
p_eq at hold = 0.02811
p_end with hold = 0.02717
Same total time = 1.320e-09 s, q = 2.424e+12 K/s
p_end with uniform slower cooling = 0.03010
Simulated cells = 400, mean count = 9.585
count sd = 2.922, binomial sd = 3.009
standard error of mean count = 0.146
```
